# The Z2 index of antiferromagnets with time reversal and half translation, part 2

Can an antiferromagnetic insulator carry a Z2 index, although its order breaks time reversal $\Theta$? Moments alternate from layer to layer, and spin-1/2 electrons move in their fixed mean field, with $\Theta^2=-1$. The magnetic crystal has lattice vectors $\mathbf a_1,\mathbf a_2,\mathbf a_3$, with $\mathbf a_3$ two layers long. $T(\mathbf d)$ translates by $\mathbf d$, and the dimensionless $k_i=\mathbf k\cdot\mathbf a_i$ have period $2\pi$. The symmetry is

$$S=\Theta\,T(\mathbf a_3/2),$$

$$S^2|\psi_{\mathbf k}\rangle=-e^{-ik_3}|\psi_{\mathbf k}\rangle .$$

It sends $\mathbf k$ to $-\mathbf k$. On the amplitudes in layers A and B of a cell it acts as

$$S_{\mathbf k}(u_A,u_B)=(e^{ik_3}\Theta u_B,\ \Theta u_A).$$

At invariant momenta (every $k_i$ is 0 or $\pi$), $S$ forces Kramers pairs if $k_3=0$ but not if $k_3=\pi$. With inversion about a layer, every band is doubly degenerate at every momentum.

A plane that $S$ maps to itself has coordinates $(q,p)$, each of period $2\pi$. Its half $0\le q\le\pi$ has edges $q=0$ and $q=\pi$. The orthonormal columns of a frame $\Phi$ span the occupied space. On an edge, a symmetric frame obeys

$$\Phi(-p)=S\Phi(p)\,R ,$$

with $R=1$ for $S^2=+1$ and $R=\mathcal J$, made of blocks $\begin{pmatrix}0&1\\-1&0\end{pmatrix}$, for $S^2=-1$. With $a_i=\mathrm{Im}\,\mathrm{tr}\,\Phi^\dagger\partial_i\Phi$, $L=\oint a_p\,dp$ for symmetric edge frames and $F=\partial_pa_q-\partial_qa_p$, the obstruction to joining the edge frames across the half plane is the integer

$$D=\frac1{2\pi}\left[L(0)-L(\pi)-\int F\,dq\,dp\right].$$

A change of symmetric frame $\Phi'=\Phi U$ has $\det U=1$ at $p=0,\pi$ if $S^2=-1$, and $\det U=\pm1$ there if $S^2=+1$. It shifts $D$ by even integers in the first case and by any integer in the second. So $D$ mod 2 is an index on $k_3=0$. On $k_3=\pi$ and on the mixed planes $k_1=0,\pi$ and $k_2=0,\pi$ there is no such index, and a continuous symmetric frame covers the whole plane.

Q: The choice of half translation was arbitrary. I may add $\mathbf a_1$ to it. Does your special plane then move?

A: It does. The operator $S'=T(\mathbf a_1)S$ is an equally good symmetry, and

$$S'^2=T(2\mathbf a_1)S^2=-e^{-i(k_3+2k_1)} .$$

It equals $-1$ on the sheared plane $k_3=-2k_1$. So the distinction of $k_3=0$ is among coordinate planes. The index does not depend on the choice, provided the gap is open throughout the zone. Take $q=k_1$, $p=k_2$. The edges of both half planes are the same lines: $k_3=0$ at $q=0$, and at $q=\pi$ the sheared plane has $k_3=-2\pi$, equivalent to 0. On the second edge $S'=-S$, but multiplying a frame by $i$ turns one symmetry condition into the other and leaves $L$ alone.

The two values of $D$ can therefore differ by flux only. Together the two half planes form a closed surface which winds once along $k_3$ and once along $k_2$. It can be deformed into the plane $k_1=0$ without closing the gap, so the flux difference is $\pm2\pi$ times the Chern number of that plane. That plane has a continuous frame everywhere, as shown for mixed planes, and its Chern number is zero.

Q: How do I compute the index without hunting for symmetric frames?

A: There is a shortcut if, on $k_3=0$, the Hamiltonian commutes with a momentum-independent $\Sigma$ with $\Sigma^2=1$ that $S$ reverses, $S\Sigma=-\Sigma S$. On each edge choose any continuous frame $\Phi_+(p)$ for the occupied states with $\Sigma=+1$, and use $S\Phi_+(-p)$ for the others. Pairing their columns satisfies the symmetry condition.

On this plane $S_{\mathbf k}$ does not depend on momentum. Conjugation changes the sign of an imaginary part, and so does differentiating $\Phi_+(-p)$. The two signs cancel, and $a_i^-(\mathbf k)=a_i^+(-\mathbf k)$. Hence $L_-=L_+$, while one more derivative gives $F_-(\mathbf k)=-F_+(-\mathbf k)$. With integrals over the half plane,

$$2\pi D=2[L_+(0)-L_+(\pi)]-\int F_+(\mathbf k)+\int F_+(-\mathbf k).$$

Stokes' theorem gives $L_+(0)-L_+(\pi)=\int F_+(\mathbf k)+2\pi N$ with some integer $N$. Inserting this,

$$D=\frac1{2\pi}\left[\int F_+(\mathbf k)+\int F_+(-\mathbf k)\right]+2N=C_++2N .$$

The two integrals together cover the full plane, so $C_+$ is the Chern number of the $\Sigma=+1$ sector. The index is $C_+$ mod 2.

Q: Give me a Hamiltonian in which this can be seen.

A: Each layer has spin $s$ and two orbitals of opposite parity, described by $\tau$. The staggered exchange is $J$. For a layer with moment up or down,

$$h=m_0\tau_z+A(\sin k_1\,s_x+\sin k_2\,s_y)\tau_x\pm Js_z,$$

$$m_0=M+2B_z+2B_p(2-\cos k_1-\cos k_2).$$

The amplitude from layer $l+1$ to layer $l$ is $t=-B_z\tau_z+(A_z/2i)s_z\tau_x$. Between the layers of a cell this gives the block $t+e^{-ik_3}t^\dagger$. At $k_3=0$ the $A_z$ term cancels against its Hermitian conjugate and $-2B_z\tau_z$ remains. With Pauli matrices $\rho$ for the layer,

$$H=\tau_z(m_0-2B_z\rho_x)+Js_z\rho_z+A(\sin k_1s_x+\sin k_2s_y)\tau_x .$$

Here $\Sigma=s_z\tau_z$ is conserved: it anticommutes twice, once in spin and once in orbital, with the $A$ terms. Time reversal flips $s_z$ and not $\tau_z$, so $S$ reverses $\Sigma$.

In the sector $\Sigma=+1$ we have $s_z=\tau_z$. Call this operator $\mu_z$. In the basis $(\uparrow,+),(\downarrow,-)$ the products $s_x\tau_x$ and $s_y\tau_x$ act as $\mu_x$ and $\mu_y$:

$$H_+=\mu_z(m_0-2B_z\rho_x+J\rho_z)+A(\sin k_1\mu_x+\sin k_2\mu_y).$$

The layer matrix $-2B_z\rho_x+J\rho_z$ squares to $4B_z^2+J^2$, and its eigenvectors do not depend on momentum. The sector splits into two two-band problems with

$$m_\pm=m_0\pm\sqrt{4B_z^2+J^2},\qquad E^2=m_\pm^2+A^2(\sin^2k_1+\sin^2k_2).$$

The other sector has $J\to-J$ and the opposite sign of the $\sin k_2$ term. Its energies are the same and its Chern number is opposite.

Q: How does a mass become a Chern number?

A: Write a two-band problem as $\mathbf d\cdot\boldsymbol\mu$ with $\mathbf d=(A\sin k_1,A\sin k_2,m)$ and $d=|\mathbf d|$. Two forms of its lower state, up to normalization, are

$$u'=(-d_x+id_y,\ d+d_z),\qquad u=(d_z-d,\ d_x+id_y).$$

The form $u'$ fails where $d_x=d_y=0$ and $m<0$, since both components vanish. Around such a point use $u$. After normalization $u=e^{i\phi}u'$, where $\phi$ is the angle of $d_x+id_y$. By Stokes' theorem each point contributes the winding of $\phi$, up to a common sign. Near an invariant momentum $d_x+id_y=A(\pm\delta k_1\pm i\delta k_2)$, so the winding is $+1$ or $-1$. Modulo 2 the Chern number is the number of negative masses at the four in-plane points with $k_1,k_2=0,\pi$. The index is the number of negative values among all $m_\pm$ there, modulo 2.

Q: Put in numbers, and say what real material they resemble.

A: I take $M=-0.12$, $B_z=0.08$, $B_p=0.50$, $A=0.60$, $A_z=0.20$ and $J=0.03$ eV, with a layer spacing of 1.4 nm and an in-plane constant of 0.43 nm. These are rough values in the regime of MnBi$_2$Te$_4$, whose layers alternate in magnetization; the square lattice is a simplification. The magnetic period is 2.8 nm, so $k_3=\pi$ lies at 1.12 nm$^{-1}$.

At the in-plane zone centre $m_0=-0.12+2(0.08)=0.04$ eV, and

$$m_\pm=0.04\pm\sqrt{4(0.08)^2+(0.03)^2}\ \text{eV},$$

or $m_-=-0.123$ and $m_+=0.203$ eV. At the other three points $m_0$ is larger by at least $4B_p=2.0$ eV, so both masses are positive. One negative mass means index 1. Evaluating the sector Chern number from Berry fluxes on a $40\times40$ mesh gives $C_+=-1$, which is odd.

The gap at the zone centre of this plane is $2|m_-|=0.246$ eV. Diagonalizing the Hamiltonian with its full $k_3$ dependence on meshes of $20^3$ and $40^3$ momenta, which both contain this point, gives the same 0.246 eV for the bulk gap. No change appears at the 0.1 meV level.

Q: What do other masses do? In particular, is magnetism needed for the index?

A: Not in the example. For $J\to0$ the two zone-centre masses become $M$ and $M+4B_z$, still one negative and one positive, and the model without exchange has a gap of 0.240 eV. Exchange only preserves the index here.

With the other parameters held fixed, $M=-0.45$ eV makes both zone-centre masses negative. The computed Chern number is $-2$ and the index 0: an even number of inversions is invisible to it. With $M=+0.05$ eV both masses are positive and the index is again 0. Exchange can then create the index by pushing $m_-$ below zero. Since $m_0=0.21$ eV at the zone centre, this happens at

$$J_c=\sqrt{m_0^2-4B_z^2}=\sqrt{0.21^2-0.16^2}=0.136\ \text{eV}.$$

At $J=0.24$ eV the Chern number is $-1$ and the index 1. That exchange is eight times the value of the example and serves to show the transition, not to describe MnBi$_2$Te$_4$.

Q: This model has inversion and the conserved $\Sigma$. Show me the six planes when neither helps.

A: Add random hoppings within the cell and to neighbouring cells, and average them with their images under $S$. They are scaled so that no level moves by more than 40 meV. The gap can shrink by at most 80 meV and stays open, so the index cannot change. Inversion is now broken. At the four invariant momenta with $k_3=\pi$ the former pairs split by at least 2.9 meV in this sample, while those at $k_3=0$ remain degenerate to rounding error.

For $D$ on a mesh, $L$ is the sum of the phases of $\det[\Phi^\dagger(p)\Phi(p+\delta p)]$ around an edge, and $\int F$ is the sum of the phases around small plaquettes, each taken between $-\pi$ and $\pi$. The frames need not be smooth. Mirror links at $p$ and $-p$ have equal phases, so $L$ is twice the sum over half the edge. That half sum can change by multiples of $2\pi$, and also by the phases of $\det U$ at its two ends. For $S^2=-1$ the end determinants are 1 and $L$ is fixed modulo $4\pi$. For $S^2=+1$ they can be $-1$ and $L$ can move by $2\pi$.

With 40 points along $p$ and 40 random symmetric gauges for each plane, $D$ was odd this many times:

| Plane | Odd $D$ |
|---|---|
| $k_3=0$ | 40 |
| $k_3=-2k_1$ | 40 |
| $k_3=\pi$ | 18 |
| $k_1=0$ | 18 |
| $k_1=\pi$ | 21 |
| $k_2=0$ | 23 |
| $k_2=\pi$ | 20 |

Where an edge has $S^2=+1$, the parity is a property of the gauge and not of the insulator.

Q: What would the index mean at a face of the crystal?

A: A side face normal to the $\mathbf a_1$ direction of the model contains $\mathbf a_3$, so it keeps $S$. Consider the unperturbed model at $k_2=k_3=0$, in the two-band problem with mass $m_-$. Try a zero-energy state $\lambda^x\chi$ on cells $x\ge1$, with $\mu_y\chi=-\chi$. Let $m$ be the value of $m_-$ at $k_1=0$. The onsite term is $(m+2B_p)\mu_z$ and the hopping from $x+1$ to $x$ is $-B_p\mu_z+(A/2i)\mu_x$. Multiplying the zero-energy equation by $\mu_z$, with $\mu_z\mu_x=i\mu_y$, gives

$$f(\lambda)=(B_p+A/2)\lambda^2-(m+2B_p)\lambda+(B_p-A/2)=0 .$$

Here $f(1)=-m$ and $f(-1)=m+4B_p$, and the product of the roots is below 1 in size. Both roots lie inside the unit circle if $m<0<m+4B_p$, which holds here. Their difference $\lambda_1^x-\lambda_2^x$ vanishes at $x=0$ and gives a bound state. For small $k_2$ the term $A\sin k_2\,\mu_y$ gives it the energy $-A\sin k_2$. Its partner under $S$ has $+A\sin k_2$, and the two cross at $k_2=0$.

A slab 60 cells wide, 25.8 nm, diagonalized at $k_2=k_3=0$, has a gap of about $10^{-4}$ meV. The exponentially small overlap of states on opposite faces allows such a remainder. The random $S$-preserving hoppings move these four levels by at most 40 meV, so they stay inside the bulk gap, one Kramers pair for each face, held together by $S$ alone. The pairing itself is no sign of the index: at $k_2=k_3=0$ every level of the slab is paired, for index 0 as well. The unperturbed model has one in-gap pair per face here, two for $M=-0.45$ eV and none for $M=+0.05$ eV, in step with the parity of the index.

Q: And a top face, parallel to the layers?

A: The half translation moves that face, so $S$ is broken there and the crossing may open. At $k_1=k_2=0$ spin $s_z$ is conserved. To first order in $J$, a surface state with weight $w_l$ on layer $l$ shifts by $\pm J\sum_l(-1)^lw_l$, and the gap is

$$2J\left|\sum_l(-1)^lw_l\right| .$$

Using the surface states of a 24-layer stack with $J=0$, this is 54.1 meV. Full diagonalization with exchange also gives 54.1 meV. The ratio to $2J=60$ meV is 0.90: the outermost layer dominates, and the alternating layers beneath cancel little of it.

Q: How much of this can I carry over to a real crystal?

A: The model's gaps are not predictions for MnBi$_2$Te$_4$. Its true lattice is triangular, and further bands, correlation beyond the mean field and defects are left out. What can be sized here is the breaking of the assumed magnetic order. Take an in-plane field of 1 T along the side-face normal and a rough saturation field of 10 T. If the tilt grows linearly with field, it adds a uniform exchange of $0.03\times1/10$ eV, or 3.0 meV. With the staggered part held fixed and the field acting only through this exchange, diagonalization gives a side-face gap of 5.9 meV where there was a crossing. The direct Zeeman splitting, $2\mu_BB$ with $g=2$, is 0.12 meV, much smaller.

The orbital effect of the field is not small. A field normal to the face gathers its states into Landau levels. The slopes of the crossing are $\hbar v_2=0.60\times0.43=0.258$ eV nm in the plane of the layers and $\hbar v_3=0.20\times1.4=0.28$ eV nm across them, and the magnetic length $\ell=\sqrt{\hbar/eB}$ is 25.7 nm. Without canting the first level then lies $\sqrt{2\,\hbar v_2\,\hbar v_3}/\ell\approx15$ meV from the crossing. The 5.9 meV thus measures the canting alone and is not the gap of the face in the field.

At 10 K the thermal energy is 0.86 meV. The bulk gap divided by $2k_BT$ is about 142, so thermal excitation across it is negligible in this model, but the canting gap is only about seven times $k_BT$. Disorder of the moments breaks $S$ and with it the protection of the index. It need not close the bulk gap. An exchange term of strength $J$ moves any level by at most $J$, whatever the directions of the moments, so the gap stays above $0.240-2(0.03)=0.180$ eV. For the top face the same disorder matters more: to first order its gap can lie anywhere from zero, for a vanishing weighted moment along $z$, up to $2J=60$ meV for full alignment.

Q: Then what would make the index itself fail?

A: Two things. If $S$ is broken, by canting for example, $D$ has no symmetric edge frames on which to rest. That removes this index, not necessarily every protection. The canted model keeps inversion, and 3 meV cannot close the bulk gap, so the inversion parities of the occupied states at the eight invariant momenta stay as they were. The direction also matters: the same uniform exchange along $\mathbf a_2$, in the plane of the side face, leaves that face's gap below 0.1 meV. If the gap closes on $k_3=0$, as at $J_c$, the parity can change. A closing confined to $k_3=\pi$ leaves the index on $k_3=0$ as it was, since nothing in its definition refers to that plane.
